# Oscillator-strength moments of hydrogen 1s from bound and continuum states

**Setting.** Take nonrelativistic hydrogen with a fixed nucleus and no spin, in Hartree atomic units, and treat absorption in the electric-dipole approximation. Let $\omega=E+\tfrac12$ be the excitation energy from 1s. For light polarized along $z$, the oscillator strength of a line is $f_n=2\omega_n|\langle np|z|1s\rangle|^2$. In the continuum it becomes a density $df/d\omega$. The moments are

$$S(p)=\sum_{n\ge2}f_n\omega_n^p+\int_{1/2}^\infty\frac{df}{d\omega}\,\omega^p\,d\omega ,$$

with $\omega$ in hartree.

## Part (a)

**Question.** Find $S(p)$ for $p=-2,\dots,2$ without using any excited-state wavefunction.

**Answer.** Since $\psi_{1s}=2e^{-r}/\sqrt{4\pi}$ and $\cos\theta/\sqrt{4\pi}=Y_{10}/\sqrt3$, the function $z\psi_{1s}$ is a pure p wave. Write $P=rR$ for a normalized radial p function. Then

$$f=\tfrac23\omega D^2,\qquad D=\int_0^\infty P\,u\,dr,\qquad u=2r^2e^{-r}.$$

The functions $P$ satisfy $hP=\omega P$ with

$$h=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .$$

They form a complete set once the continuum is included. Therefore $S(p)=\frac23\sum\omega^{p+1}\langle P|u\rangle^2$, where the sum now includes the continuum integral.

Differentiation gives $u''=(4-8r+2r^2)e^{-r}$, so

$$hu=[(-2+4r-r^2)+(2-2r+r^2)]e^{-r}=2re^{-r}\equiv v .$$

For $w=(2r^2+r^3)e^{-r}$ one has $w''=(4-2r-4r^2+r^3)e^{-r}$, and

$$hw=[(-2+r+2r^2-\tfrac12r^3)+(2-r+\tfrac12r^3)]e^{-r}=u .$$

Two partial integrations move $h$ onto $P$. The boundary terms vanish because $P$, $u$ and $w$ start as $r^2$, and $u$ and $w$ decay at large $r$. Hence $\langle P|v\rangle=\omega\langle P|u\rangle$ and $\langle P|w\rangle=\langle P|u\rangle/\omega$. Completeness and $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$ then give

- $S(-2)=\frac23\langle u|w\rangle=\frac23\left(3+\frac{15}4\right)=\frac92$
- $S(-1)=\frac23\langle u|u\rangle=\frac23\cdot3=2$
- $S(0)=\frac23\langle u|v\rangle=\frac23\cdot\frac32=1$
- $S(1)=\frac23\langle v|v\rangle=\frac23\cdot1=\frac23$

For $p=2$ we need $\sum\omega\langle P|v\rangle^2$. Here $hv=2e^{-r}/r$ is not square integrable, so we use the energy form

$$Q[v]=\int_0^\infty\left[\tfrac12v'^2+\left(\tfrac1{r^2}-\tfrac1r+\tfrac12\right)v^2\right]dr .$$

For a smooth, decaying function that vanishes near the origin, partial integration and completeness give $Q=\sum\omega\langle P|\cdot\rangle^2$. Multiply $v$ by a smooth cutoff that removes $r<\epsilon/2$ and equals one for $r>\epsilon$. The integrand of $Q$ for the removed piece stays bounded, because $v\sim2r$ while the cutoff has slope of order $1/\epsilon$. Its integral is therefore of order $\epsilon$. Since every $\omega$ is positive, both sides are squared norms, and the equality survives the limit $\epsilon\to0$. With $v'=2(1-r)e^{-r}$,

$$Q[v]=\int_0^\infty(6-8r+4r^2)e^{-2r}dr=3-2+1=2,\qquad S(2)=\tfrac43 .$$

$S(0)=1$ is the f-sum rule for one electron. $S(-2)=2\sum|\langle P|z|1s\rangle|^2/\omega$ is the static dipole polarizability given by second-order perturbation theory.

## Part (b)

**Question.** For energy $-\gamma^2/2$, find the regular p solution and its unnormalized dipole integral with 1s, in a form valid for bound and continuum states.

**Answer.** Put $P=N r^2e^{-\gamma r}F$ into $P''=(2/r^2-2/r+\gamma^2)P$. The terms in $F/r^2$ and $\gamma^2F$ cancel, leaving

$$rF''+(4-2\gamma r)F'-(4\gamma-2)F=0 .$$

With $x=2\gamma r$ this is Kummer's equation, $xF_{xx}+(4-x)F_x-aF=0$, where $a=2-1/\gamma$. Its regular solution is

$$F(a;4;x)=\sum_m\frac{(a)_m}{(4)_m}\frac{x^m}{m!},\qquad (a)_m=a(a+1)\cdots(a+m-1).$$

Bound states have $\gamma=1/n$, for which the series stops at $m=n-2$. Continuum states have $\gamma=ik$ and $\omega=(1+k^2)/2$.

The dipole integral is $D=2NJ$ with $J=\int_0^\infty r^4e^{-sr}F(a;4;\lambda r)\,dr$, $s=1+\gamma$ and $\lambda=2\gamma$. First integrate with $r^3$, term by term, using $(4)_m=(m+3)!/6$:

$$L(s)=\int_0^\infty r^3e^{-sr}F\,dr=\frac6{s^4}\sum_m\frac{(a)_m}{m!}\left(\frac\lambda s\right)^m=6s^{a-4}(s-\lambda)^{-a}.$$

The series converges for $|s|>|\lambda|$. In the continuum, set $s=\sigma+ik$. Both the integral and the closed form are analytic for $\mathrm{Re}\,s>0$, so the result continues from large $\sigma$ to $\sigma=1$. Then

$$J=-L'(s)=6s^{a-4}(s-\lambda)^{-a}\left[\frac{4-a}{s}+\frac a{s-\lambda}\right].$$

Since $s-\lambda=1-\gamma$, the bracket is

$$\frac{(2+1/\gamma)(1-\gamma)+(2-1/\gamma)(1+\gamma)}{1-\gamma^2}=\frac2{1-\gamma^2},$$

and therefore

$$J=\frac{12}{(1-\gamma^2)^3}\left(\frac{1-\gamma}{1+\gamma}\right)^{1/\gamma}.$$

For $\gamma=ik$, the phase of $(\sigma-ik)/(\sigma+ik)$ runs continuously from 0 at large $\sigma$ to $-2\arctan k$ at $\sigma=1$. The last factor is thus $e^{-2\arctan(k)/k}$.

## Part (c)

**Question.** Normalize the bound states and find $f_n$.

**Answer.** Let $q=n-2$ and $F_q=F(-q;4;x)$. Leibniz's rule, applied to the right-hand side, confirms that

$$x^3e^{-x}F_q=\frac6{(q+3)!}\frac{d^q}{dx^q}\left(x^{q+3}e^{-x}\right).$$

The two highest terms of $F_q$ are $c_q[x^q-q(q+3)x^{q-1}]$, with $c_q=(-1)^q6/(q+3)!$. Integrate by parts $q$ times; the boundary terms vanish:

$$\int_0^\infty x^4e^{-x}F_q^2dx=\frac{6(-1)^q}{(q+3)!}\int_0^\infty x^{q+3}e^{-x}\frac{d^q(xF_q)}{dx^q}dx .$$

The derivative is $c_q\,q!\,[(q+1)x-q(q+3)]$. The last integral is therefore $c_q\,q!\,(q+3)!\,[(q+1)(q+4)-q(q+3)]=c_q\,q!\,(q+3)!\,(2q+4)$. The norm integral becomes

$$\frac{36\,q!\,(2q+4)}{(q+3)!}=\frac{72n\,(n-2)!}{(n+1)!}=\frac{72}{n^2-1}.$$

Because $r=nx/2$, we have $N_n^{-2}=(n/2)^5\,72/(n^2-1)$, so

$$N_n^2=\frac49\frac{n^2-1}{n^5}.$$

With $\omega_n=(n^2-1)/(2n^2)$ and $f_n=\frac23\omega_n(2N_nJ)^2$, the numerical factors are $\frac23\cdot\frac12\cdot4\cdot\frac49\cdot144=\frac{256}3$. The powers combine to

$$f_n=\frac{256}3\frac{n^5}{(n^2-1)^4}\left(\frac{n-1}{n+1}\right)^{2n}.$$

## Part (d)

**Question.** Normalize the continuum per unit energy and find $df/d\omega$.

**Answer.** A wave of asymptotic amplitude $A$ has overlap $A^2\frac\pi2\delta(k-k')=A^2\frac{\pi k}2\delta(E-E')$. The slowly varying Coulomb phase does not change the strength of the delta function. Energy normalization thus requires $A^2=2/(\pi k)$.

To find the amplitude of $r^2e^{-ikr}F$, use

$$F(a;4;x)=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{xt}t^{a-1}(1-t)^{3-a}dt ,$$

which follows by expanding $e^{xt}$ and using beta integrals. Here $a=2+i/k$, $4-a=a^*$ and $x=2ikr$. At large $r$ the two endpoints dominate:

$$F\simeq\frac{6(-x)^{-a}}{\Gamma(a^*)}+\frac{6e^xx^{-a^*}}{\Gamma(a)} .$$

After multiplication by $r^2e^{-ikr}$ the terms are complex conjugates. Each has modulus $6e^{-\pi/2k}/(4k^2|\Gamma(a)|)$; the exponential comes from the phases $\pm\pi/2$ of $\pm x$. The amplitude is twice this, $3e^{-\pi/2k}/(k^2|\Gamma(a)|)$.

The recurrence and reflection formulas of the gamma function give

$$|\Gamma(2+i/k)|^2=\left(1+\frac1{k^2}\right)\frac{\pi/k}{\sinh(\pi/k)} .$$

Therefore

$$N_k^2=\frac2{\pi k}\,\frac{k^4e^{\pi/k}|\Gamma(a)|^2}9=\frac29\frac{(1+k^2)e^{\pi/k}}{\sinh(\pi/k)}=\frac49\frac{1+k^2}{1-e^{-2\pi/k}} .$$

Inserting $N_k$ and $J$ in $\frac23\omega(2N_kJ)^2$ gives

$$\frac{df}{d\omega}=\frac{256}3\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4(1-e^{-2\pi/k})}.$$

At $k=1$ the formula gives 0.230905 per hartree, and direct integration of the radial equation gives the same digits.

## Part (e)

**Question.** Evaluate the bound and continuum parts of the five moments. What share of the f-sum is in bound states?

**Answer.** The first line has $\omega=0.375$ hartree and $D^2=1.664787$ bohr², so $f_2=\frac23(0.375)(1.664787)=0.416197$. The lines $n=2$ to 7 together give 0.550841.

For large $n$, $((n-1)/(n+1))^{2n}\to e^{-4}$, hence $n^3f_n\to\frac{256}3e^{-4}=1.562935$. This is also the limit of $df/d\omega$, per hartree, as $k\to0$: the level spacing is about $n^{-3}$, so the crowded lines join the continuum smoothly. The limit supplies the far tail of the discrete sum, $\sum_{n>M}n^{-3}\simeq1/[2(M+\frac12)^2]$, multiplied by $1.562935\times2^{-p}$. The lines up to $M=2000$ are summed directly from the formula for $f_n$, and this estimate is used only beyond them. All lines above $n=7$ contribute 0.014163 to the f-sum, so the bound part is

$$0.550841+0.014163=0.565004 .$$

For the continuum, $k=\tan\theta$ gives $d\omega=k(1+k^2)d\theta$ on a finite range, with a bounded integrand for $p\le2$. The results, in hartree$^p$, are:

| $p$ | bound | continuum | total | bound share |
|---|---|---|---|---|
| $-2$ | 3.663258 | 0.836742 | 4.500000 | 0.814 |
| $-1$ | 1.433176 | 0.566824 | 2.000000 | 0.717 |
| 0 | 0.565004 | 0.434996 | 1.000000 | 0.565 |
| 1 | 0.224678 | 0.441989 | 0.666667 | 0.337 |
| 2 | 0.090210 | 1.243123 | 1.333333 | 0.068 |

The totals agree with part (a). Bound states hold 0.565 of the f-sum. Raising $p$ by one multiplies each bound contribution by less than $\frac12$ and each continuum contribution by at least $\frac12$, so the bound share must fall.

The polarizability is $S(-2)=4.5$ bohr³, or 0.667 Å³, for a fixed nucleus. The finite proton mass multiplies it by $(1+m_e/m_p)^3$, giving 4.507 bohr³, or 0.668 Å³. Bound states alone would give only 81% of it.

## Part (f)

**Question.** For which $p$ is $S(p)$ finite, and how far can the high moments be applied to real photoabsorption?

**Answer.** For large $k$, $\arctan(k)/k\to0$ and $1-e^{-2\pi/k}\to2\pi/k$. With $k\simeq(2\omega)^{1/2}$,

$$\frac{df}{d\omega}\to\frac{128}{3\pi}(2\omega)^{-7/2}.$$

The integral of $\omega^{p-7/2}$ converges at high energy for $p<\frac52$. The bound sum and the threshold region are finite for every $p$, since $\omega\ge\frac38$ and $f_n\sim n^{-3}$. Thus $S(p)$ is finite for $p<\frac52$, and $S(5/2)$ diverges logarithmically.

$S(2)$ lies close to this limit. Energies above 100 hartree supply 0.216 hartree² of it, or 16%, but only about $4\times10^{-6}$ of $S(0)$. To estimate where the dipole approximation fails, take a plane-wave final state of momentum $\mathbf k$ and a photon wavevector $\mathbf q$ with $q=\omega/c$ and $c\approx1.4\times10^2$. The matrix element is then proportional to the 1s momentum function at $\mathbf k-\mathbf q$, which goes as $(1+|\mathbf k-\mathbf q|^2)^{-2}$. Since $1+k^2=2\omega$, one has $1+|\mathbf k-\mathbf q|^2=2\omega\,[1-(k/c)\cos\vartheta+\omega/2c^2]$, with $\vartheta$ the angle between $\mathbf k$ and $\mathbf q$. The small parameter is $k/c$, about 0.1 at 100 hartree. The term linear in $\cos\vartheta$ cancels on integration over directions, so the total absorption changes at order $(k/c)^2\simeq2\omega/c^2$, about 1% at 100 hartree. Relativistic corrections are of the same order, because they scale with the squared ratio of the electron's speed to that of light. They largely offset the first change, so 1% is the size of each effect and not of their sum. Sauter's relativistic Born formula, which contains both, gives a net change of only about 0.1% at 100 hartree. Each effect is of order one well before $\omega$ reaches $c^2\approx2\times10^4$ hartree: the plane-wave estimate alone doubles the absorption near $0.3c^2$. Their combined effect becomes of order one near $c^2$. The slowly converging tail of $S(2)$ extends into that range, with about 1.3% of $S(2)$ lying above $c^2$. The value $S(2)=\frac43$ is an identity of the nonrelativistic dipole model, not a prediction for the measured spectrum at all energies.

## Computed values

```
Lines 1s -> np: n, energy (hartree), D^2 (bohr^2), f (no unit)
  2  0.375000  1.664787  0.416197
  3  0.444444  0.266968  0.079102
  4  0.468750  0.092771  0.028991
  5  0.480000  0.043557  0.013938
  6  0.486111  0.024067  0.007799
  7  0.489796  0.014743  0.004814
Sum of f for n = 2 to 7 (no unit): 0.550841
Sum of f for all n > 7 (no unit): 0.014163
df/dw at threshold (1/hartree): 1.562935
n^3 f_n at n = 200 (no unit): 1.563039
Continuum: k (1/bohr), df/dw formula, df/dw radial eq. (1/hartree)
  0.5  0.856256  0.856255
  1.0  0.230905  0.230905
  2.0  0.015587  0.015587
Moments S(p), unit hartree^p:
  p, bound, continuum, total, closure, bound fraction
  -2  3.663258  0.836742  4.500000  9/2  0.8141
  -1  1.433176  0.566824  2.000000  2  0.7166
   0  0.565004  0.434996  1.000000  1  0.5650
   1  0.224678  0.441989  0.666667  2/3  0.3370
   2  0.090210  1.243123  1.333333  4/3  0.0677
Part of S(2) above 100 hartree (hartree^2): 0.21589
Same as a fraction of S(2) (no unit): 0.1619
Part of S(0) above 100 hartree (no unit): 4.017e-06
Growth of S(5/2), 1e8 to 1e9 hartree (hartree^2.5): 2.7637
Same from the high-energy law (hartree^2.5): 2.7641
Static polarizability S(-2) (bohr^3): 4.500000
Polarizability volume (angstrom^3): 0.66683
```
